Contact Angle of Solder from a Wetting-Balance Force

**Problem**

A metal coupon hangs vertically from a balance and dips into molten solder. Its horizontal cross-section is w = 10 mm by t = 0.5 mm, and its lower end is d = 3 mm below the bath surface. The solder has surface tension γ = 0.5 N/m and density ρ = 7000 kg/m³. The balance was zeroed with the dry coupon hanging in air. Once everything has come to rest, it reads a net downward force F = 7.0 mN.

What is the contact angle θ, and how well does this reading determine it?

The angle is measured through the liquid, so θ = 0 means complete wetting and θ > 90° means that the solder is repelled. The depth d is counted from the level surface far from the coupon, not from the raised contact line. The contact angle is taken to be the same all round the coupon, and the density of air is neglected.

**First estimate by scaling**

Two forces matter. Surface tension acts along the perimeter

P = 2(w + t) = 2(10 + 0.5) mm = 21 mm,

so its largest possible pull is γP = 0.5 N/m × 21 mm = 10.5 mN. Buoyancy is of order ρg times the immersed volume wtd = 15 mm³. The ratio of the two scales is

β = ρgwtd/(γP) = wtd/(a²P), with a = √(γ/ρg).

The capillary length a is the distance over which surface tension and gravity compete. Here a = 2.70 mm, which gives β = 15/(7.28 × 21) ≈ 0.10. Buoyancy is therefore about a tenth of the full surface pull, and a first estimate may leave it out. Only the vertical part of the pull, a fraction cos θ, reaches the balance:

cos θ₀ ≈ F/(γP) = 7.0/10.5 = 0.667, so θ₀ ≈ 48°.

The neglected term raises the cosine by β. Since d(cos θ) = −sin θ dθ, the angle should fall by about

β/sin θ₀ ≈ 0.098/0.745 ≈ 0.13 rad ≈ 7.5°.

A force correction of ten percent of the full pull is thus not negligible for the angle.

**Exact solution of the static model**

Consider the coupon together with a very thin skin of the solder touching it. The boundary of this body cuts the free solder surface just outside the contact line. The weight of the skin can be made as small as we like, so the forces on this body are those felt by the balance.

Where the boundary cuts the free surface, that surface pulls on the body with force γ per unit length, directed along itself. At the contact line the free surface leaves the wall at angle θ from the downward vertical, because θ is measured through the liquid below. The downward component is γ cos θ per unit length. The horizontal components on opposite faces cancel. Summed over all four sides, the downward pull is

F_surface = γP cos θ.

Next comes the pressure. With z measured upward from the bath level, the liquid pressure relative to the atmosphere is

p = −ρgz.

On the vertical sides it acts horizontally and contributes nothing to the reading. This includes the raised liquid above z = 0, where p is negative. On the bottom face, at z = −d, the pressure is ρgd and pushes upward on the area wt:

F_buoyancy = ρgwtd = 1.03 mN.

The dry weight has been zeroed out, so the reading is

F = γP cos θ − ρgwtd.

Adding the buoyancy to both sides and dividing by γP gives

cos θ = (F + ρgwtd)/[2(w + t)γ].

With the numbers,

cos θ = (7.00 + 1.03)/10.50 = 0.765, so θ = 40.1°.

The cosine lies between −1 and 1, and it decreases steadily between 0° and 180°, so there is one solution. The derivation assumes that the contact line lies on the vertical sides. This holds here, but for strongly repelled solder the surface beside a wide face is depressed by up to a√2 = 3.8 mm; above about 157° the depression exceeds d = 3 mm, the contact line reaches the lower edge, and the model no longer applies as stated. The plus sign in the numerator is essential: buoyancy hides part of the surface pull, and it must be restored before the angle is read off.

**The same force from the lifted liquid**

The surface pull can also be found by weighing the meniscus. Beside a wide plate, let s be the arc length along the liquid surface toward the wall, x the horizontal distance in that direction, and φ the inclination of the surface. Then

dx/ds = cos φ, dz/ds = sin φ.

The surface curves upward, so the pressure beneath it is lower than that of the air by γ dφ/ds. Hydrostatics gives the same difference as ρgz. Hence

dφ/ds = z/a².

Far away φ = 0; at the wall φ = 90° − θ. The lifted weight per unit length is

ρg ∫ z dx = ρg ∫ z cos φ ds = ρga² ∫ cos φ dφ = γ sin(90° − θ) = γ cos θ.

The first equality uses dx = cos φ ds, the second uses z ds = a² dφ, and the third integrates from φ = 0 to the wall and uses ρga² = γ. The surface pull supports the lifted liquid, and the balance reads the lifted weight minus the displaced weight.

The height of the meniscus follows from the same equations. Multiplying dz = sin φ ds by z gives

z dz = a² sin φ dφ,

and integration from the level surface to the wall gives

h²/2 = a²[1 − cos(90° − θ)] = a²(1 − sin θ),

h = a√[2(1 − sin θ)] = 2.28 mm.

This height belongs to a wide plate. The coupon is only a few capillary lengths wide, so its contact line need not have this height. The weight law is less restrictive. For a surface of height z(x, y) around a vertical body, the shape equation is

∇·[∇z/√(1 + |∇z|²)] = z/a².

Integrate it over the horizontal area outside the body. The divergence theorem turns the left side into a boundary integral. Its far part vanishes, and at the wall the component of the bracket toward the solid equals cos θ. Multiplication by γ = ρga² gives

ρg ∫ z dA = γP cos θ.

For a given perimeter, the shape of the outline therefore affects the rise but not the lifted weight, provided that the contact angle is uniform and the surface has a single height above each point. Sharp vertical edges are a harmless exception: at a right-angled edge a smooth surface cannot meet both faces at an angle below 45°, but the edges have no length and add nothing to the boundary integral.

A numerical solution for a round rod illustrates this. With the same perimeter, tension and contact angle as the coupon, the rod has a radius of 3.34 mm and a rise of 1.69 mm instead of 2.28 mm. Its lifted weight nevertheless agrees with γP cos θ to a relative difference below 10⁻⁹.

**The same force from energy**

Energy gives a third route, and shows why a moving bath level does not spoil the result. Let the pot have area S, the coupon cross-section A = wt, the coupon bottom height b, and the bath level height L, both measured from the pot floor. Let V be the lifted volume. The pot is wide enough for the meniscus to keep its shape, and its wall has a contact angle of 90°, so wetting the wall costs no energy. Conservation of liquid volume requires

(S − A)L + Ab + V = constant, so L′ = dL/db = −A/(S − A).

By Young's relation, covering unit area of the coupon with solder changes the surface energy by −γ cos θ. With h̄ the mean rise along the perimeter, the energy is, up to a constant,

E = ρg[(S − A)L²/2 + Ab²/2 + VL] − γP cos θ (L − b + h̄).

A downward force lowers E when b decreases, so F = dE/db:

F = ρg[(S − A)LL′ + Ab + VL′] − γP cos θ (L′ − 1).

Since (S − A)L′ = −A, this becomes

F = γP cos θ − ρgA(L − b) + L′(ρgV − γP cos θ).

The last bracket is zero by the weight law, and L − b is the depth d. The earlier force law returns. For the round rod at 3 mm depth, numerical differentiation of the energy and the force law both give 0.8025 mN. The reading is smaller than the coupon's because the rod displaces much more solder for the same perimeter.

**Comparison of the two answers**

The scaling estimate gave 48°, and the full balance gives 40°. The difference of 8.1° is close to the predicted 7.5°. The remainder comes from the curvature of the cosine, which the linear correction leaves out. The condition for neglecting buoyancy is therefore not simply β ≪ 1. For angles well away from both 0° and 180°, the shift β/sin θ must be small compared with the angular accuracy wanted. Near either end sin θ is small and this linear estimate fails. At θ = 0, leaving out buoyancy gives cos θ₀ = 1 − β, an error of about √(2β) radians, so even β = 0.001 shifts the angle by 2.6°.

Leaving out the two narrow sides would give 36.6°, with buoyancy kept. They make up only 1 mm of the 21 mm perimeter, yet they change the angle by 3.5°.

Two other cases help in reading the balance. At θ = 90° the surface pull vanishes and this coupon would read −1.03 mN, an upward force. A negative reading alone therefore does not prove that θ exceeds 90°. Conversely, at fixed θ = 40.1° and fixed γ, the reading would reach zero at a depth of

3 mm × 8.03/1.03 ≈ 23 mm,

where buoyancy cancels a surface pull that has not changed.

**How well is the angle determined?**

Differentiate γP cos θ = F + ρgwtd, holding the coupon dimensions and density fixed:

P cos θ dγ − γP sin θ dθ = dF + ρgwt dd.

Solving for dθ,

dθ = (cot θ/γ) dγ − dF/(γP sin θ) − ρgwt dd/(γP sin θ).

For this coupon the coefficients are +1.36° per 0.01 N/m of tension, −8.5° per mN of force and −2.9° per mm of depth. A larger assumed tension needs a smaller vertical fraction to explain the same reading, hence a larger angle.

With the force and depth held fixed, tensions of 0.40, 0.45 and 0.55 N/m give 17°, 32° and 46°. The response is uneven because the coefficient cot θ/γ grows as the tension, and with it the angle, falls. Below

γ_min = (F + ρgwtd)/P = 8.03 mN/21 mm = 0.38 N/m

the cosine would exceed 1, and no static contact angle could account for the reading.

**The real measurement**

The numbers resemble a copper coupon in molten tin-based solder; the tension and density are rough typical values. The tension, equal to 0.031 eV/Å², must be that of the surface actually present, and flux can lower it. Among the effects sized here, an uncertain tension moves the answer most: using 0.40 instead of 0.50 N/m lowers the angle by 23°.

The other effects are smaller for the following assumed sizes, each changed separately:

- A true force 0.1 mN lower raises the angle by 0.8°, and a true depth 0.1 mm smaller raises it by 0.3°.
- The density depends on the alloy. Putting 7400 or 8100 kg/m³ into the formula for cos θ in place of 7000 kg/m³ lowers the angle by 0.5° or 1.4°.
- A true width 0.05 mm larger raises the angle by 0.3°. Thermal expansion of a copper coupon, about 0.4% in w and t for 230 K, raises it by 0.2°.
- A bath 20 K hotter, with the tension falling by 10⁻⁴ N/m per kelvin, lowers it by 0.3°.
- Vertical edges rounded to a radius of 0.05 mm shorten the perimeter and lower it by 0.3°.
- Separate patches of solder left above the meniscus, equal in volume to a film 5 μm thick and 5 mm high all round, add 0.036 mN of weight. (A continuous liquid film would be a different case, because the meniscus would then meet its own liquid instead of the bare metal.) Subtracting that weight raises the angle by 0.3°.
- In a pot 60 mm across, the bath level drops by 0.036 mm. If d was set from the original level, correcting it raises the angle by 0.1°.

The model also assumes a uniform angle at rest. Copper reacts with molten tin, and roughness or a sharp edge can hold the contact line in place. The inferred θ is then an effective angle for that coupon at that moment, and need not be the equilibrium angle in Young's relation. The size of this difference cannot be found from a single force reading. The result of 40° is thus conditional on the stated tension; the force by itself fixes the product γ cos θ, once the geometry and buoyancy are known. The numerical output below lists the values used.

Computed values

```
coupon width, thickness, depth: 10.0, 0.5, 3.0 mm
solder tension: 0.50 N/m
same tension: 0.0312 eV/angstrom^2
solder density: 7000 kg/m^3
gravity: 9.80665 m/s^2
net downward force: 7.00 mN
perimeter: 21.0 mm
displaced volume: 15.0 mm^3
buoyancy: 1.030 mN
pull at full wetting (theta = 0): 10.50 mN
vertical surface pull: 8.030 mN
cosine of contact angle: 0.7647
contact angle: 40.12 degrees
angle if buoyancy is omitted: 48.19 degrees
angle if narrow sides are omitted: 36.59 degrees
capillary length: 2.699 mm
meniscus rise, wide plate: 2.276 mm
meniscus rise, rod of equal perimeter: 1.688 mm
rod radius: 3.342 mm
lifted weight, numerical plate meniscus: 8.030 mN
force recovered from that meniscus: 7.0000 mN
largest relative error, plate tests: 1.6e-10
relative error, rod lifted weight: 7.2e-11
rod force from energy derivative: 0.8025 mN
rod force from force law: 0.8025 mN
sensitivity to force: -8.47 degrees per mN
sensitivity to tension: 1.36 degrees per 0.01 N/m
sensitivity to depth: -2.91 degrees per mm
angle if tension is 0.40 N/m: 17.08 degrees
angle if tension is 0.45 N/m: 31.82 degrees
angle if tension is 0.55 N/m: 45.96 degrees
smallest tension compatible with reading: 0.382 N/m
shift, force lower by 0.1 mN: +0.84 degrees
shift, depth smaller by 0.1 mm: +0.29 degrees
assumed tension slope: -1.0e-04 N/m per K
shift, bath hotter by 20 K: -0.27 degrees
shift, edges rounded to 0.05 mm radius: -0.28 degrees
assumed film thickness, height: 5 um, 5 mm
film weight: 0.036 mN
shift, film above meniscus: +0.30 degrees
assumed pot diameter: 60 mm
bath level drop in pot: 0.036 mm
shift, level drop: +0.10 degrees
```
